# Why inserting S_k does not give the ultrasoft Berry overlap: a program that tests the result

```python
"""Berry overlaps with ultrasoft augmentation, tested in a 1D crystal.

Result under test, for Bloch states psi_k and smooth images ps_k:
  <psi_k|exp(-ibx)|psi_k+b> = <ps_k|exp(-ibx)|ps_k+b>
     + exp(-ib tau) sum_ij Q_ij(b) <ps_k|beta_i><beta_j|ps_k+b>
Q_ij(b): transform of phi_i phi_j - smooth_i smooth_j about the atom at tau.
The recipe <u_k|S_k|u_k+b> = <ps_k|S exp(-ibx)|ps_k+b> is shown to fail.
s = x - tau; phi: all-electron waves; smooth: pseudo waves; a: cell length.
Hartree atomic units throughout.
"""
import numpy as np
from numpy.polynomial import Polynomial, Legendre
from scipy.integrate import solve_ivp
from scipy.linalg import eigh

a, tau, rc = 4.5, 0.7, 1.1
atom_depth, atom_width = 3.0, 1.0
nb_depth, nb_width, nb_shift = 3.0, 0.7, 1.85
length = a - 2 * rc                      # region between spheres

g, gw = np.polynomial.legendre.leggauss(80)
s_in, w_in = rc * g, rc * gw
t = 0.5 * (g + 1)
s_out, w_out = rc + length * t, 0.5 * length * gw
s_all = np.concatenate([s_in, s_out])
w_all = np.concatenate([w_in, w_out])
x_all = tau + s_all
n_in = len(s_in)


def well(s, depth, width):
    return -depth * np.maximum(0.0, 1 - (s / width) ** 2) ** 4


def make_waves(energy):
    """Even and odd solutions in the sphere and their smooth partners."""
    waves = []
    for parity in (0, 1):
        sol = solve_ivp(
            lambda s, y: [y[1], 2 * (well(s, atom_depth, atom_width)
                                     - energy) * y[0]],
            (0, rc), [1.0 - parity, float(parity)], method="DOP853",
            t_eval=np.append(s_in[s_in > 0], rc), rtol=1e-12, atol=1e-13)
        sign = 1 - 2 * parity
        f, df = sol.y[0, :-1], sol.y[1, :-1]
        v, d = sol.y[0, -1], sol.y[1, -1]
        # the potential vanishes at the edge, so higher derivatives follow
        target = [v, d, -2 * energy * v, -2 * energy * d]
        powers = [parity + 2 * j for j in range(4)]
        mat = [[Polynomial.basis(p).deriv(m)(rc) for p in powers]
               for m in range(4)]
        coef = np.zeros(8)
        coef[powers] = np.linalg.solve(np.array(mat), np.array(target))
        poly = Polynomial(coef)
        waves.append(dict(
            phi=np.concatenate([sign * f[::-1], f]),
            dphi=np.concatenate([-sign * df[::-1], df]),
            smooth=poly(s_in), curv=poly.deriv(2)(s_in),
            v=v, d=d, sign=sign))
    return waves


hermite = [Polynomial([1, 0, -3, 2]), Polynomial([0, 1, -2, 1]),
           Polynomial([0, 0, 3, -2]), Polynomial([0, 0, -1, 1])]
bubble = Polynomial([0, 0, 1, -2, 1])
bubbles = [bubble * Legendre.basis(n, domain=[0, 1]).convert(
    kind=Polynomial, domain=[-1, 1], window=[-1, 1]) for n in range(12)]


def bloch(k, waves, shift=nb_shift):
    """Lowest state: energy, all-electron values, smooth values."""
    ph = np.exp(1j * k * a)
    rows, drows, srows = [], [], []
    for q in waves:
        c = [q["v"], length * q["d"], ph * q["sign"] * q["v"],
             -ph * length * q["sign"] * q["d"]]
        out = sum(ci * h(t) for ci, h in zip(c, hermite))
        dout = sum(ci * h.deriv()(t) for ci, h in zip(c, hermite)) / length
        rows.append(np.concatenate([q["phi"], out]))
        drows.append(np.concatenate([q["dphi"], dout]))
        srows.append(np.concatenate([q["smooth"], out]))
    for p in bubbles:
        row = np.concatenate([np.zeros(n_in), p(t)])
        rows.append(row)
        srows.append(row)
        drows.append(np.concatenate([np.zeros(n_in), p.deriv()(t) / length]))
    f, df, fs = np.array(rows), np.array(drows), np.array(srows)
    pot = (well(s_all, atom_depth, atom_width)
           + well(s_all - shift, nb_depth, nb_width))
    ham = 0.5 * (df.conj() * w_all) @ df.T + (f.conj() * w_all * pot) @ f.T
    ovl = (f.conj() * w_all) @ f.T
    ham, ovl = 0.5 * (ham + ham.conj().T), 0.5 * (ovl + ovl.conj().T)
    e, c = eigh(ham, ovl)
    return e[0], c[:, 0] @ f, c[:, 0] @ fs


e_ref = -1.2
for _ in range(10):                      # centre the waves on the band
    waves = make_waves(e_ref)
    e_ref = np.mean([bloch(k, waves)[0] for k in (0, np.pi / a)])
waves = make_waves(e_ref)
phi = np.array([q["phi"] for q in waves])
smooth = np.array([q["smooth"] for q in waves])
q_density = phi[:, None] * phi[None] - smooth[:, None] * smooth[None]


def q_form(b):
    return q_density @ (w_in * np.exp(-1j * b * s_in))


q0 = q_form(0).real
dip = q_density @ (w_in * s_in)


def dual(raw):
    """Combine raw functions so that <beta_i|smooth_j> = delta_ij."""
    return np.linalg.solve((raw * w_in) @ smooth.T, raw)


# standard recipe with zero local potential in the sphere, and a window
beta_std = dual(np.array([e_ref * q["smooth"] + 0.5 * q["curv"]
                          for q in waves]))
beta_win = dual(smooth * (1 - (s_in / rc) ** 2) ** 2)


def project(beta, f):
    return (beta * w_in) @ f[:n_in]


def overlaps(left, right, b, beta):
    """Overlap of neighbouring k-points by each recipe."""
    phase = np.exp(-1j * b * x_all)
    ae = np.sum(w_all * left[1].conj() * phase * right[1])
    plain = np.sum(w_all * left[2].conj() * phase * right[2])
    pl = project(beta, left[2]).conj()
    pr = project(beta, right[2])
    at = np.exp(-1j * b * tau)
    naive = plain + pl @ q0 @ project(beta, phase * right[2])
    other = plain + project(beta, phase * left[2].conj()) @ q0 @ pr
    return np.array([ae, plain + at * (pl @ q_form(b) @ pr), naive,
                     0.5 * (naive + other), plain + at * (pl @ q0 @ pr)])


def wrap(x):
    return (x + a / 2) % a - a / 2


def loop(n, beta, shift=nb_shift):
    """States, link overlaps and Wannier centres on an n-point mesh."""
    b = 2 * np.pi / (a * n)
    st = [bloch(j * b, waves, shift) for j in range(n)]
    m = np.array([overlaps(st[j], st[(j + 1) % n], b, beta)
                  for j in range(n)])
    assert np.max(abs(m[:, 0] - m[:, 1])) < 1e-10
    return st, m, -a / (2 * np.pi) * np.angle(np.prod(m, axis=0))


def first_order(state, beta):
    """Return z (naive minus true), the Q dipole and the Q charge."""
    p = project(beta, state[2])
    moment = (p.conj() @ dip @ p).real
    pos = project(beta, s_all * state[2])
    return (p.conj() @ q0 @ pos - moment, moment,
            (p.conj() @ q0 @ p).real)


print(f"cell length {a} bohr, atom at {tau} bohr, sphere radius {rc} bohr")
print(f"atom well: depth {atom_depth} Ha, half-width {atom_width} bohr")
print(f"neighbour well: depth {nb_depth} Ha, half-width {nb_width} bohr,")
print(f"  placed {nb_shift} bohr to the right of the atom")
print(f"reference energy of the sphere waves: {e_ref:.5f} Ha")
for name, k in (("0", 0.0), ("pi/a", np.pi / a)):
    print(f"band energy at k = {name}: {bloch(k, waves)[0]:.5f} Ha")

print("Wannier centre (bohr) against number of k-points N")
print("  N  all-electron ultrasoft  S_k     averaged-S constant-q")
centres = {}
for n in (4, 8, 16, 32, 64):
    states, links, centres[n] = loop(n, beta_std)
    print(f"{n:3d}  " + "  ".join(f"{c:9.6f}" for c in centres[n]))
N = 64
b = 2 * np.pi / (a * N)

# smooth states are normalized with S at equal k
for st in states:
    norm = np.sum(w_all * abs(st[2]) ** 2) + first_order(st, beta_std)[2]
    assert abs(norm - 1) < 1e-10

# limiting errors: mesh extrapolation against first-order formulas
err = {n: wrap(centres[n] - centres[n][0]) for n in (32, 64)}
limit = (4 * err[64] - err[32]) / 3
z, moment, charge = np.mean([first_order(s, beta_std) for s in states],
                            axis=0)
moment, charge = moment.real, charge.real
assert abs(limit[2] - z.real) < 2e-5
assert abs(limit[3] - z.real) < 2e-5
assert abs(limit[4] + moment) < 2e-5
assert abs(limit[2]) > 1e-4 and abs(limit[4]) > 1e-4
print(f"mean augmentation charge per electron: {charge:.5f} e")
print("centre error for an infinitely fine mesh (bohr):")
print(f"  S_k, extrapolated {limit[2]:.6f}, formula {z.real:.6f}")
print(f"  averaged S, extrapolated {limit[3]:.6f}")
print(f"  constant q, extrapolated {limit[4]:.6f}, formula {-moment:.6f}")
print(f"dipole error per cell, 2 electrons, S_k: {-2*limit[2]:.6f} e bohr")

# another projector shape: true overlap unchanged, naive one changed
_, links_win, c_win = loop(N, beta_win)
assert np.max(abs(links_win[:, 1] - links[:, 1])) < 1e-10
assert abs(wrap(c_win[2] - centres[N][2])) > 1e-6
print(f"window projectors, N = {N}: ultrasoft centre {c_win[1]:.6f} bohr,")
print(f"  S_k centre {c_win[2]:.6f} bohr")

# slope of |M| with b at one k-point
k0, h = np.pi / (2 * a), 1e-3
mid = bloch(k0, waves)
plus = abs(overlaps(mid, bloch(k0 + h, waves), h, beta_std))
minus = abs(overlaps(mid, bloch(k0 - h, waves), -h, beta_std))
slope = (plus - minus) / (2 * h)
z0 = first_order(mid, beta_std)[0]
assert abs(slope[2] - z0.imag) < 1e-5
assert abs(slope[1]) < 1e-5 and abs(slope[3]) < 1e-5
print("slope d|M|/db at b = 0, k = pi/(2a) (bohr):")
print(f"  ultrasoft {slope[1]:.6f}, averaged S {slope[3]:.6f}")
print(f"  S_k {slope[2]:.6f}, formula {z0.imag:.6f}")

# Wannier function in real space from the all-electron states
args = np.angle(links[:, 0])
total = np.angle(np.prod(links[:, 0]))
theta = np.concatenate([[0], np.cumsum(total / N - args)[:-1]])
psi = np.array([s[1] for s in states]) * np.exp(1j * theta)[:, None]
cells = a * np.arange(-N // 2, N // 2)
wan = np.exp(1j * np.outer(cells, b * np.arange(N))) @ psi / N
dens = abs(wan) ** 2 * w_all
pos = cells[:, None] + x_all[None]
centre = np.sum(dens * pos)
spread = np.sum(dens * (pos - centre) ** 2)
link_spread = np.mean(1 - abs(links) ** 2, axis=0) / b ** 2
assert abs(np.sum(dens) - 1) < 1e-10
assert abs(wrap(centre - centres[N][1])) < 5e-4
assert abs(spread - link_spread[1]) < 5e-3
print(f"real-space Wannier centre {centre:.6f} bohr")
print(f"real-space Wannier spread {spread:.5f} bohr^2")
print(f"spread from overlaps, N = {N} (bohr^2):")
print(f"  ultrasoft {link_spread[1]:.5f}, S_k {link_spread[2]:.5f}")
print(f"  averaged S {link_spread[3]:.5f}, constant q {link_spread[4]:.5f}")

# does the error cancel when the neighbour well is moved?
step = 0.1
moved = loop(N, beta_std, nb_shift + step)[2]
change = wrap(moved - centres[N])
print(f"centre change when the neighbour moves by {step} bohr (bohr):")
print(f"  all-electron {change[0]:.6f}, ultrasoft {change[1]:.6f}")
print(f"  S_k {change[2]:.6f}, constant q {change[4]:.6f}")
print("OK")
```

It prints:

```
cell length 4.5 bohr, atom at 0.7 bohr, sphere radius 1.1 bohr
atom well: depth 3.0 Ha, half-width 1.0 bohr
neighbour well: depth 3.0 Ha, half-width 0.7 bohr,
  placed 1.85 bohr to the right of the atom
reference energy of the sphere waves: -1.26271 Ha
band energy at k = 0: -1.28854 Ha
band energy at k = pi/a: -1.23688 Ha
Wannier centre (bohr) against number of k-points N
  N  all-electron ultrasoft  S_k     averaged-S constant-q
  4   0.905652   0.905652   0.907179   0.907179   0.903598
  8   0.911377   0.911377   0.912728   0.912728   0.909550
 16   0.912856   0.912856   0.914163   0.914163   0.911088
 32   0.913229   0.913229   0.914524   0.914524   0.911475
 64   0.913322   0.913322   0.914615   0.914615   0.911572
mean augmentation charge per electron: 0.23502 e
centre error for an infinitely fine mesh (bohr):
  S_k, extrapolated 0.001291, formula 0.001291
  averaged S, extrapolated 0.001291
  constant q, extrapolated -0.001749, formula -0.001749
dipole error per cell, 2 electrons, S_k: -0.002583 e bohr
window projectors, N = 64: ultrasoft centre 0.913322 bohr,
  S_k centre 0.914152 bohr
slope d|M|/db at b = 0, k = pi/(2a) (bohr):
  ultrasoft -0.000000, averaged S -0.000001
  S_k 0.001391, formula 0.001391
real-space Wannier centre 0.913353 bohr
real-space Wannier spread 0.62312 bohr^2
spread from overlaps, N = 64 (bohr^2):
  ultrasoft 0.62292, S_k 0.63737
  averaged S 0.63738, constant q 0.60527
centre change when the neighbour moves by 0.1 bohr (bohr):
  all-electron -0.038017, ultrasoft -0.038017
  S_k -0.038361, constant q -0.037552
OK
```
